# The Dirac propagator and the sign in fermionic time ordering: verification in Python

```python
"""
Result under test: for the free Dirac field the vacuum function
    T_eta(x) = theta(t) <psi(x) psibar(0)> + eta theta(-t) <psibar(0) psi(x)>
has Fourier transform i(pslash+m)/(p^2-m^2+i eps) when eta=-1, and is
Lorentz covariant only for eta=-1.
Symbols: omega, p = energy and momentum variables; E = sqrt(p^2+m^2) with
p the three-momentum; t, z = event coordinates; s = sqrt(z^2-t^2);
L = spinor boost matrix. Units: hbar=c=1 and m=1; metric (+,-,-,-).
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.special import kv

m = 1.0
I2, I4 = np.eye(2), np.eye(4)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma0 = np.kron(sigma[2], I2)
gammas = [np.kron(1j * sigma[1], sig) for sig in sigma]


def slash(time_part, space_part):
    return time_part * gamma0 - sum(a * g for a, g in zip(space_part, gammas))


def coefficients(matrix):
    """Coefficients of 1, gamma0, gamma1, gamma2, gamma3."""
    return np.array([np.trace(matrix) / 4, np.trace(gamma0 @ matrix) / 4]
                    + [-np.trace(g @ matrix) / 4 for g in gammas])


def relative_difference(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


# Four fermionic operators in a 16-dimensional Fock space (Jordan-Wigner).
lower = np.array([[0, 1], [0, 0]], complex)
field = []
for mode in range(4):
    operator = np.eye(1)
    for site in range(4):
        factor = sigma[2] if site < mode else (lower if site == mode else I2)
        operator = np.kron(operator, factor)
    field.append(operator)
for a in range(4):
    for b in range(4):
        anti = field[a] @ field[b].conj().T + field[b].conj().T @ field[a]
        assert np.allclose(anti, (a == b) * np.eye(16))


def fock_amplitudes(p):
    """Excitation energies and field matrix elements from the vacuum."""
    h = gamma0 @ (sum(pi * g for pi, g in zip(p, gammas)) + m * I4)
    hamiltonian = sum(h[a, b] * field[a].conj().T @ field[b]
                      for a in range(4) for b in range(4))
    energies, states = np.linalg.eigh(hamiltonian)
    assert energies[1] - energies[0] > 0.5
    vacuum = states[:, 0]
    add = np.array([vacuum.conj() @ f @ states for f in field])
    remove = np.array([states.conj().T @ f @ vacuum for f in field])
    return energies - energies[0], add, remove


def half_line(frequency, eps):
    """Simpson integral of exp(i frequency s - eps s) over s > 0."""
    intervals = 2 * int(round(25 / (eps * 0.04)))
    s, step = np.linspace(0, 25 / eps, intervals + 1, retstep=True)
    values = np.exp((1j * frequency - eps) * s)
    return step / 3 * (values[0] + values[-1] + 4 * values[1:-1:2].sum()
                       + 2 * values[2:-1:2].sum())


def damped_transform(omega, p, eta, eps):
    gaps, add, remove = fock_amplitudes(p)
    total = np.zeros((4, 4), complex)
    for n, gap in enumerate(gaps):
        later = np.outer(add[:, n], add[:, n].conj())
        earlier = np.outer(remove[:, n], remove[:, n].conj())
        if np.linalg.norm(later) > 1e-12:
            total += later * half_line(omega - gap, eps)
        if np.linalg.norm(earlier) > 1e-12:
            total += eta * earlier * half_line(-omega - gap, eps)
    return total @ gamma0


def zero_damping(omega, p, eta, eps=0.02):
    """Remove the linear and quadratic dependence on the damping."""
    f1, f2, f4 = [damped_transform(omega, p, eta, eps / k) for k in (1, 2, 4)]
    return (f1 - 6 * f2 + 8 * f4) / 3


# Momentum-space example.
omega, p = 0.5, np.array([0.5, 0.5, 0.25])
E = np.sqrt(p @ p + m**2)
offshell = omega**2 - E**2
A = slash(0, p) + m * I4
gaps, add, remove = fock_amplitudes(p)
greater0 = add @ add.conj().T @ gamma0
lesser0 = remove @ remove.conj().T @ gamma0
assert np.allclose(greater0, (A + E * gamma0) / (2 * E))
assert np.allclose(lesser0, -(A - E * gamma0) / (2 * E))

minus = zero_damping(omega, p, -1)
plus = zero_damping(omega, p, +1)
minus_formula = 1j * (slash(omega, p) + m * I4) / offshell
plus_formula = 1j * (E * gamma0 + omega / E * A) / offshell
error_minus = relative_difference(minus, minus_formula)
error_plus = relative_difference(plus, plus_formula)
assert error_minus < 3e-5 and error_plus < 3e-5

# The Dirac operator gives a local source only for the minus sign.
dirac = slash(omega, p) - m * I4
source_minus, source_plus = dirac @ minus, dirac @ plus
assert np.allclose(source_minus, 1j * I4, atol=1e-4)
assert np.allclose(source_plus, 1j * gamma0 @ A / E, atol=1e-4)
assert relative_difference(source_plus, 1j * I4) > 0.1

# At each pole the sign of the damping term is visible.
eps_pole = 0.005
pole_errors = []
for pole in (E, -E):
    numerical = damped_transform(pole, p, -1, eps_pole)
    formula = 1j * (slash(pole, p) + m * I4) / (2j * E * eps_pole)
    pole_errors.append(relative_difference(numerical, formula))
assert max(pole_errors) < eps_pole

# Boost along z.
v = 0.6
lorentz = 1 / np.sqrt(1 - v**2)
L = expm(-0.5 * np.arctanh(v) * gamma0 @ gammas[2])
L_inv = np.linalg.inv(L)
omega_b = lorentz * (omega - v * p[2])
p_b = np.array([p[0], p[1], lorentz * (p[2] - v * omega)])
assert np.allclose(L @ slash(omega, p) @ L_inv, slash(omega_b, p_b))
momentum_mismatch = {}
for eta, original in ((-1, minus), (1, plus)):
    boosted = zero_damping(omega_b, p_b, eta)
    momentum_mismatch[eta] = relative_difference(L @ original @ L_inv, boosted)
assert momentum_mismatch[-1] < 1e-4
assert momentum_mismatch[1] > 0.1


def momentum_integrals(t, z, angle=0.8):
    """Integrals of exp(-iEt+ip.x)/(2E) with weights 1, E, p_z; z > |t|."""
    rapidity, step = np.linspace(-9, 9, 6001, retstep=True)
    shifted = rapidity + 1j * angle
    momentum, energy = m * np.sinh(shifted), m * np.cosh(shifted)
    wave = np.exp(1j * momentum * z - 1j * energy * t)
    prefactor = step / (8j * np.pi**2 * z)
    scalar = prefactor * np.sum(momentum * wave)
    with_energy = prefactor * np.sum(momentum * energy * wave)
    with_pz = 1j * scalar / z + prefactor * np.sum(momentum**2 * wave)
    return scalar, with_energy, with_pz


def greater(t, z):
    scalar, energy, pz = momentum_integrals(t, z)
    return energy * gamma0 - pz * gammas[2] + m * scalar * I4


def lesser(t, z):
    scalar, energy, pz = momentum_integrals(-t, z)
    return energy * gamma0 + pz * gammas[2] - m * scalar * I4


def ordered(t, z, eta):
    return greater(t, z) if t > 0 else eta * lesser(t, z)


# Position-space example: the boost reverses the time order.
t, z = 0.5, 1.5
t_b, z_b = lorentz * (t - v * z), lorentz * (z - v * t)
s = np.sqrt(z**2 - t**2)
assert t > 0 > t_b and np.isclose(z_b**2 - t_b**2, s**2)
K1, K2 = kv(1, m * s), kv(2, m * s)
closed = m**2 / (4 * np.pi**2 * s) * (K1 * I4
                                     + 1j * K2 * slash(t, [0, 0, z]) / s)
bessel_error = relative_difference(greater(t, z), closed)
exchange_error = relative_difference(-lesser(t, z), greater(t, z))
assert bessel_error < 1e-9 and exchange_error < 1e-9
assert np.allclose(momentum_integrals(t, z, 0.5), momentum_integrals(t, z, 1.1),
                   atol=1e-10)
position_mismatch = {}
for eta in (-1.0, 0.0, 0.5, 1.0):
    transformed = L @ ordered(t, z, eta) @ L_inv
    difference = np.linalg.norm(transformed - ordered(t_b, z_b, eta))
    position_mismatch[eta] = difference / np.linalg.norm(transformed)
    assert abs(position_mismatch[eta] - abs(1 + eta)) < 1e-9

compton_pm = constants.hbar / (constants.m_e * constants.c) * 1e12


def show(label, matrix, unit):
    c = coefficients(matrix)
    print(label, "[" + unit + "]:",
          " ".join(f"{x.real + 0.0:.5f}{x.imag + 0.0:+.5f}i" for x in c))


print("Natural units: hbar = c = 1, mass m =", m)
print("Matrix rows list coefficients of 1, gamma0, gamma1, gamma2, gamma3")
print(f"omega [m]: {omega:.4f}")
print("p [m]:", p)
print(f"E [m]: {E:.4f}")
print(f"p^2-m^2 [m^2]: {offshell:.4f}")
show("Equal-time greater, Fock", greater0, "1")
show("Equal-time lesser, Fock", lesser0, "1")
show("Minus ordering, Fock", minus, "1/m")
show("Minus ordering, formula", minus_formula, "1/m")
show("Plus ordering, Fock", plus, "1/m")
show("Plus ordering, formula", plus_formula, "1/m")
print(f"Relative error, minus ordering [1]: {error_minus:.1e}")
print(f"Relative error, plus ordering [1]: {error_plus:.1e}")
show("Dirac source, minus", source_minus, "1")
show("Dirac source, plus", source_plus, "1")
print(f"Damping at pole test [m]: {eps_pole:.4f}")
print(f"Relative error at omega=+E [1]: {pole_errors[0]:.2e}")
print(f"Relative error at omega=-E [1]: {pole_errors[1]:.2e}")
print(f"Boost speed [c]: {v:.2f}; Lorentz factor [1]: {lorentz:.4f}")
print(f"Boosted omega [m]: {omega_b:.4f}")
print("Boosted p [m]:", np.round(p_b, 4))
print(f"Momentum boost mismatch, minus [1]: {momentum_mismatch[-1]:.1e}")
print(f"Momentum boost mismatch, plus [1]: {momentum_mismatch[1]:.4f}")
print(f"Event t, z [1/m]: {t:.4f}, {z:.4f}")
print(f"Boosted t, z [1/m]: {t_b:.4f}, {z_b:.4f}")
print(f"Invariant separation s [1/m]: {s:.6f}")
print(f"K1(ms), K2(ms) [1]: {K1:.6f}, {K2:.6f}")
show("Ordered function at event", ordered(t, z, -1), "m^3")
show("Expected after boost", L @ ordered(t, z, -1) @ L_inv, "m^3")
show("Minus ordering after boost", ordered(t_b, z_b, -1), "m^3")
show("Plus ordering after boost", ordered(t_b, z_b, 1), "m^3")
print(f"Bessel formula relative error [1]: {bessel_error:.1e}")
print(f"Exchange relation relative error [1]: {exchange_error:.1e}")
for eta, mismatch in position_mismatch.items():
    print(f"Position boost mismatch, eta={eta:+.1f} [1]: {mismatch:.6f}")
print(f"Electron reduced Compton wavelength [pm]: {compton_pm:.6f}")
print(f"Invariant separation for electron [pm]: {s * compton_pm:.6f}")
scalar_part = coefficients(ordered(t, z, -1))[0].real
print(f"Scalar part for electron [pm^-3]: {scalar_part / compton_pm**3:.6f}")
print("success")
```

Output:

```
Natural units: hbar = c = 1, mass m = 1.0
Matrix rows list coefficients of 1, gamma0, gamma1, gamma2, gamma3
omega [m]: 0.5000
p [m]: [0.5  0.5  0.25]
E [m]: 1.2500
p^2-m^2 [m^2]: -1.3125
Equal-time greater, Fock [1]: 0.40000+0.00000i 0.50000+0.00000i -0.20000+0.00000i -0.20000+0.00000i -0.10000+0.00000i
Equal-time lesser, Fock [1]: -0.40000+0.00000i 0.50000+0.00000i 0.20000+0.00000i 0.20000+0.00000i 0.10000+0.00000i
Minus ordering, Fock [1/m]: -0.00000-0.76190i -0.00000-0.38095i 0.00000+0.38095i 0.00000+0.38095i 0.00000+0.19048i
Minus ordering, formula [1/m]: 0.00000-0.76190i 0.00000-0.38095i 0.00000+0.38095i 0.00000+0.38095i 0.00000+0.19048i
Plus ordering, Fock [1/m]: -0.00000-0.30476i -0.00000-0.95238i 0.00000+0.15238i 0.00000+0.15238i 0.00000+0.07619i
Plus ordering, formula [1/m]: 0.00000-0.30476i 0.00000-0.95238i 0.00000+0.15238i 0.00000+0.15238i 0.00000+0.07619i
Relative error, minus ordering [1]: 2.2e-06
Relative error, plus ordering [1]: 2.2e-06
Dirac source, minus [1]: 0.00000+1.00000i 0.00000+0.00000i -0.00000-0.00000i 0.00000+0.00000i -0.00000+0.00000i
Dirac source, plus [1]: 0.00000+0.00000i 0.00000+0.80000i 0.00000+0.00000i -0.00000-0.00000i 0.00000-0.00000i
Damping at pole test [m]: 0.0050
Relative error at omega=+E [1]: 2.00e-03
Relative error at omega=-E [1]: 2.00e-03
Boost speed [c]: 0.60; Lorentz factor [1]: 1.2500
Boosted omega [m]: 0.4375
Boosted p [m]: [ 0.5     0.5    -0.0625]
Momentum boost mismatch, minus [1]: 8.4e-07
Momentum boost mismatch, plus [1]: 0.6405
Event t, z [1/m]: 0.5000, 1.5000
Boosted t, z [1/m]: -0.5000, 1.5000
Invariant separation s [1/m]: 1.414214
K1(ms), K2(ms) [1]: 0.314198, 0.683485
Ordered function at event [m^3]: 0.00563+0.00000i 0.00000+0.00433i 0.00000+0.00000i 0.00000+0.00000i -0.00000-0.01298i
Expected after boost [m^3]: 0.00563+0.00000i -0.00000-0.00433i 0.00000+0.00000i 0.00000+0.00000i -0.00000-0.01298i
Minus ordering after boost [m^3]: 0.00563+0.00000i 0.00000-0.00433i 0.00000+0.00000i 0.00000+0.00000i -0.00000-0.01298i
Plus ordering after boost [m^3]: -0.00563+0.00000i 0.00000+0.00433i 0.00000+0.00000i 0.00000+0.00000i 0.00000+0.01298i
Bessel formula relative error [1]: 1.4e-16
Exchange relation relative error [1]: 1.0e-16
Position boost mismatch, eta=-1.0 [1]: 0.000000
Position boost mismatch, eta=+0.0 [1]: 1.000000
Position boost mismatch, eta=+0.5 [1]: 1.500000
Position boost mismatch, eta=+1.0 [1]: 2.000000
Electron reduced Compton wavelength [pm]: 0.386159
Invariant separation for electron [pm]: 0.546112
Scalar part for electron [pm^-3]: 0.097730
success
```
